# Bending of a Bonded Bilayer: Timoshenko's Curvature and Stoney's Limit: verification in Python

```python
# RESULT UNDER TEST: curvature of a bonded, unloaded bilayer (Timoshenko) and
# its thin-film limit (Stoney).
#   hf, hs : thickness of film (top) and substrate (bottom)
#   Mf, Ms : biaxial moduli E/(1-nu)
#   eps    : mismatch = free strain of substrate minus free strain of film
#   kappa  : curvature, positive when concave on the film side
#   kappa = eps / [H/2 + (2/H)(Df+Ds)(1/(Mf hf)+1/(Ms hs))],
#   H = hf+hs, D = M h^3/12.  Stoney: kappa = 6 Mf eps hf/(Ms hs^2).
# z is measured upward from the interface. Example units: um, MPa, K.
import numpy as np
import sympy as sp
from scipy.optimize import least_squares, minimize_scalar, brentq


def curvature(hf, hs, Mf, Ms, eps):
    H = hf + hs
    bending = (Mf * hf**3 + Ms * hs**3) / 12
    return eps / (H / 2 + 2 * bending / H * (1 / (Mf * hf) + 1 / (Ms * hs)))


def stoney(hf, hs, Mf, Ms, eps):
    return 6 * Mf * eps * hf / (Ms * hs**2)


def energy_minimum(hf, hs, Mf, Ms, eps):
    """Interface strain and curvature that minimize the elastic energy."""
    x, w = np.polynomial.legendre.leggauss(4)
    z = np.concatenate([hf * (x + 1) / 2, -hs * (x + 1) / 2])
    weight = np.sqrt(np.concatenate([Mf * hf * w / 2, Ms * hs * w / 2]))
    free = np.concatenate([-eps * np.ones(4), np.zeros(4)])
    matrix = np.column_stack([np.ones(8), -z]) * weight[:, None]
    return np.linalg.lstsq(matrix, free * weight, rcond=None)[0]


# --- symbolic: integrate the stress, impose zero force and zero moment ---
a, b, P, Q, e, m, n = sp.symbols("a b P Q e m n", positive=True)
z, e0, k = sp.symbols("z e0 k")
film_stress = P * (e0 - k * z + e)
sub_stress = Q * (e0 - k * z)
balances = [sp.expand(sp.integrate(sp.expand(film_stress * z**j), (z, 0, a))
                      + sp.integrate(sp.expand(sub_stress * z**j), (z, -b, 0)))
            for j in (0, 1)]
k_exact = sp.solve(balances, [e0, k], dict=True)[0][k]
assert sp.cancel(k_exact - curvature(a, b, P, Q, e)) == 0
polynomial_form = 6 * e * P * Q * a * b * (a + b) / (
    P**2 * a**4 + Q**2 * b**4
    + 2 * P * Q * a * b * (2 * a**2 + 3 * a * b + 2 * b**2))
assert sp.cancel(k_exact - polynomial_form) == 0
k_ratio = k_exact.subs({a: m * b, P: n * Q})
timoshenko = 6 * e * (1 + m)**2 / (b * (1 + m) * (
    3 * (1 + m)**2 + (1 + m * n) * (m**2 + 1 / (m * n))))
assert sp.cancel(k_ratio - timoshenko) == 0
relative = sp.cancel(k_ratio / stoney(m * b, b, n * Q, Q, e))
full_ratio = (1 + m) / (1 + 4*n*m + 6*n*m**2 + 4*n*m**3 + n**2*m**4)
assert sp.cancel(relative - full_ratio) == 0
assert sp.simplify(relative.subs(m, 0) - 1) == 0
assert sp.simplify(sp.diff(relative, m).subs(m, 0) - (1 - 4 * n)) == 0

# --- numerical: energy minimum against the formulas, random bilayers ---
rng = np.random.default_rng(3)
worst = 0.0
for _ in range(200):
    tf, ts = 10 ** rng.uniform(-2, 1, 2)
    Bf, Bs = 10 ** rng.uniform(-1, 1, 2)
    strain0, bend = energy_minimum(tf, ts, Bf, Bs, 1.0)
    worst = max(worst, abs(curvature(tf, ts, Bf, Bs, 1.0) / bend - 1))
    mean = Bf * (strain0 - bend * tf / 2 + 1.0)
    from_mean = 6 * mean * tf * (ts + tf) / (Bs * ts**3 + Bf * tf**3)
    assert abs(from_mean / bend - 1) < 1e-7
assert worst < 1e-7

# --- example: aluminium on silica, rough typical constants ---
hf, hs, width, length = 0.5, 1.0, 20.0, 200.0
Ef, nuf, alphaf = 70e3, 0.35, 23e-6
Es, nus, alphas = 70e3, 0.17, 0.5e-6
dT = -50.0
Mf, Ms = Ef / (1 - nuf), Es / (1 - nus)
eps = (alphas - alphaf) * dT
H, m_ex, n_ex = hf + hs, hf / hs, Mf / Ms
kap = curvature(hf, hs, Mf, Ms, eps)
kap_st = stoney(hf, hs, Mf, Ms, eps)
Df, Ds = Mf * hf**3 / 12, Ms * hs**3 / 12
F = 2 * (Df + Ds) * kap / H
film_mean, sub_mean = F / hf, -F / hs
film_top = film_mean - Mf * kap * hf / 2
film_int = film_mean + Mf * kap * hf / 2
sub_int = sub_mean - Ms * kap * hs / 2
sub_bot = sub_mean + Ms * kap * hs / 2
zero_height = hf / 2 + film_mean / (Mf * kap)

# layer stresses against those of the energy minimum
s0, kmin = energy_minimum(hf, hs, Mf, Ms, eps)
direct = [Mf * (s0 - kmin * hf + eps), Mf * (s0 + eps),
          Ms * s0, Ms * (s0 + kmin * hs)]
assert np.allclose([film_top, film_int, sub_int, sub_bot], direct,
                   rtol=1e-8, atol=1e-8)

# largest curvature at fixed total thickness, found by search
search = minimize_scalar(
    lambda f: -energy_minimum(f * H, (1 - f) * H, Mf, Ms, eps)[1],
    bounds=(0.05, 0.95), method="bounded", options={"xatol": 1e-8})
assert abs(search.x - 1 / (1 + np.sqrt(n_ex))) < 1e-4
assert abs(-search.fun / (1.5 * eps / H) - 1) < 1e-8


def strip_curvatures(strip_width, straight_across=False):
    """Long strip, two-direction plane-stress energy with E and nu separate.
    Includes stretching caused by double curvature; the transverse curvature
    is taken uniform. Strains in units of eps, curvatures in eps/hs."""
    x, w = np.polynomial.legendre.leggauss(4)
    zz = np.concatenate([hf * (x + 1) / 2, -hs * (x + 1) / 2])
    wz = np.concatenate([hf * w / 2, hs * w / 2])
    E = np.repeat([Ef, Es], 4) / Es
    nu = np.repeat([nuf, nus], 4)
    free = np.repeat([-1.0, 0.0], 4)
    Z, Y = zz[:, None] / hs, x[None, :] / 2
    weight = (wz * E / (1 - nu**2))[:, None] * w[None, :] / 2
    w_sum = np.sqrt(weight * (1 + nu[:, None]) / 2)
    w_dif = np.sqrt(weight * (1 - nu[:, None]) / 2)

    def residual(q):
        p = np.insert(q, 1, 0.0) if straight_across else q
        kx, ky, ex0, ey0, ey2 = p
        stretch = eps * kx * ky * (strip_width * Y / hs)**2 / 2
        ex = ex0 - kx * Z - stretch - free[:, None]
        ey = ey0 + ey2 * Y**2 - ky * Z - free[:, None]
        return np.concatenate([(w_sum * (ex + ey)).ravel(),
                               (w_dif * (ex - ey)).ravel()])

    start = np.array([0.5, 0.0, 0.0, 0.0] if straight_across
                     else [0.5, 0.5, 0.0, 0.0, 0.0])
    fit = least_squares(residual, start, jac="3-point",
                        xtol=1e-13, ftol=1e-15, gtol=1e-13)
    assert fit.success
    ky = 0.0 if straight_across else fit.x[1]
    return fit.x[0] * eps / hs, ky * eps / hs


# biaxial moduli emerge from E and nu when double curvature costs no stretch
kx0, ky0 = strip_curvatures(1e-3)
assert abs(kx0 / kap - 1) < 1e-6 and abs(ky0 / kap - 1) < 1e-6
change20 = strip_curvatures(width)[0] / kap - 1
change40 = strip_curvatures(2 * width)[0] / kap - 1
assert abs(change20) < 0.01 and abs(change40) > abs(change20)
clamp_ratio = strip_curvatures(1e-3, True)[0] / kap
assert clamp_ratio > 1
clamp_tip = 2 * (clamp_ratio - 1) * width / length

tip = kap * length**2 / 2
tip_arc = (1 - np.cos(kap * length)) / kap
m_one = brentq(lambda r: stoney(r, 1, n_ex, 1, 1)
               / curvature(r, 1, n_ex, 1, 1) - 1.01, 1e-6, 0.1)
soft = curvature(hf, hs, 0.8 * Mf, Ms, eps) / kap - 1
uniaxial = curvature(hf, hs, Ef, Es, eps) / kap - 1
alpha_slope = 0.02e-6          # rough, per K squared, aluminium near 300 K
alpha_change = alpha_slope * abs(dT) / 2 / (alphaf - alphas)
growth = 100.0                 # rough compressive oxide growth stress, MPa
growth_kap = curvature(hf, hs, Mf, Ms, growth / Ms)
yield_rough = 100.0            # rough yield stress of an aluminium film, MPa
assert max(abs(film_top), abs(film_int)) < yield_rough

print("INPUTS (rough typical values)")
print(f"film, substrate thickness: {hf:.2f}, {hs:.2f} um")
print(f"strip width, length: {width:.0f}, {length:.0f} um")
print(f"Young moduli film, substrate: {Ef/1e3:.0f}, {Es/1e3:.0f} GPa")
print(f"Poisson ratios film, substrate: {nuf:.2f}, {nus:.2f}")
print(f"expansion film, substrate: {alphaf*1e6:.1f}, {alphas*1e6:.1f} 1e-6/K")
print(f"temperature change: {dT:.0f} K")
print("RESULTS")
print(f"biaxial moduli film, substrate: {Mf/1e3:.2f}, {Ms/1e3:.2f} GPa")
print(f"ratios m, n: {m_ex:.3f}, {n_ex:.4f} (no unit)")
print(f"mismatch strain: {eps:.4e} (no unit)")
print(f"mismatch stress Mf*eps: {Mf*eps:.2f} MPa")
print(f"bending stiffness Df, Ds: {Df:.1f}, {Ds:.1f} MPa um^3")
print(f"film force per width F: {F:.3f} MPa um (= N/m)")
print(f"curvature: {kap:.4e} 1/um = {kap*1e6:.1f} 1/m")
print(f"radius of curvature: {1/kap:.1f} um")
print(f"tip deflection, parabola: {tip:.2f} um")
print(f"Stoney curvature: {kap_st:.4e} 1/um")
print(f"Stoney / bilayer curvature: {kap_st/kap:.3f}")
mean_ratio = stoney(hf, hs, Mf, Ms, film_mean / Mf) / kap
print(f"same ratio using actual mean film stress: {mean_ratio:.3f}")
print(f"film stress mean: {film_mean:.2f} MPa")
print(f"film stress top, interface: {film_top:.2f}, {film_int:.2f} MPa")
print(f"substrate stress mean: {sub_mean:.2f} MPa")
print(f"substrate interface, bottom: {sub_int:.2f}, {sub_bot:.2f} MPa")
print(f"height of zero film stress: {zero_height:.3f} um")
print(f"best film thickness at same total: {H/(1+np.sqrt(n_ex)):.3f} um")
print(f"largest curvature at same total: {1.5*eps/H:.4e} 1/um")
print("THIN-FILM LIMIT: m, bilayer/Stoney, 1+(1-4n)m (no unit)")
for r in (0.001, 0.01, 0.1, 0.5):
    exact_ratio = curvature(r, 1, n_ex, 1, 1) / stoney(r, 1, n_ex, 1, 1)
    print(f"  {r:.3f}  {exact_ratio:.5f}  {1+(1-4*n_ex)*r:.5f}")
print(f"m where Stoney is 1 % too high: {m_one:.5f} (no unit)")
print("NEGLECTED EFFECTS")
print(f"double-curvature stretch, width 20 um: {100*change20:.3f} %")
print(f"double-curvature stretch, width 40 um: {100*change40:.3f} %")
print(f"curvature ratio, no transverse bending: {clamp_ratio:.3f}")
print(f"clamp effect on tip, estimate: {100*clamp_tip:.1f} %")
print(f"tip deflection, circular arc: {tip_arc:.2f} um")
print(f"curvature change, no transverse stress: {100*uniaxial:.2f} %")
print(f"curvature change, film modulus -20 %: {100*soft:.2f} %")
print(f"rough expansion slope of film: {alpha_slope*1e6:.3f} 1e-6/K^2")
print(f"mismatch change from that slope: {100*alpha_change:.1f} %")
print(f"rough oxide growth compression: {growth:.0f} MPa")
print(f"curvature from growth stress alone: {growth_kap:.4e} 1/um")
print(f"rough film yield stress: {yield_rough:.0f} MPa")
print(f"peak film stress / yield: {film_int/yield_rough:.2f}")
print(f"largest formula error, 200 bilayers: {worst:.1e}")
print("finished without a failed check")
```

It prints:

```
INPUTS (rough typical values)
film, substrate thickness: 0.50, 1.00 um
strip width, length: 20, 200 um
Young moduli film, substrate: 70, 70 GPa
Poisson ratios film, substrate: 0.35, 0.17
expansion film, substrate: 23.0, 0.5 1e-6/K
temperature change: -50 K
RESULTS
biaxial moduli film, substrate: 107.69, 84.34 GPa
ratios m, n: 0.500, 1.2769 (no unit)
mismatch strain: 1.1250e-03 (no unit)
mismatch stress Mf*eps: 121.15 MPa
bending stiffness Df, Ds: 1121.8, 7028.1 MPa um^3
film force per width F: 11.312 MPa um (= N/m)
curvature: 1.0410e-03 1/um = 1041.0 1/m
radius of curvature: 960.6 um
tip deflection, parabola: 20.82 um
Stoney curvature: 4.3096e-03 1/um
Stoney / bilayer curvature: 4.140
same ratio using actual mean film stress: 0.773
film stress mean: 22.62 MPa
film stress top, interface: -5.40, 50.65 MPa
substrate stress mean: -11.31 MPa
substrate interface, bottom: -55.21, 32.59 MPa
height of zero film stress: 0.452 um
best film thickness at same total: 0.704 um
largest curvature at same total: 1.1250e-03 1/um
THIN-FILM LIMIT: m, bilayer/Stoney, 1+(1-4n)m (no unit)
  0.001  0.99591  0.99589
  0.010  0.96021  0.95892
  0.100  0.69067  0.58923
  0.500  0.24156  -1.05385
m where Stoney is 1 % too high: 0.00243 (no unit)
NEGLECTED EFFECTS
double-curvature stretch, width 20 um: -0.095 %
double-curvature stretch, width 40 um: -1.465 %
curvature ratio, no transverse bending: 1.258
clamp effect on tip, estimate: 5.2 %
tip deflection, circular arc: 20.75 um
curvature change, no transverse stress: -3.94 %
curvature change, film modulus -20 %: -3.57 %
rough expansion slope of film: 0.020 1e-6/K^2
mismatch change from that slope: 2.2 %
rough oxide growth compression: 100 MPa
curvature from growth stress alone: 1.0972e-03 1/um
rough film yield stress: 100 MPa
peak film stress / yield: 0.51
largest formula error, 200 bilayers: 3.5e-13
finished without a failed check
```
